# Choosing the regularisation weight for depth profiles from angle-resolved photoemission

## The decision

Before photoemission intensities can be turned into a depth profile by regularised inversion, a number must be chosen: the weight $\alpha$ of the term that penalises large profiles. If it is too small, the result displays noise as layers. If it is too large, it erases structure that the data contain. The analysis below gives a starting value for $\alpha$ and shows how the noise and the range of angles limit the detail that the data contain.

Electronic-structure programs offer the same setting when they continue imaginary-time data to real energies. At zero temperature, inserting eigenstates $|n\rangle$ of the Hamiltonian gives

$$C(t)=\langle0|O^\dagger e^{-(H-E_0)t}O|0\rangle=\sum_n|\langle n|O|0\rangle|^2e^{-(E_n-E_0)t}.$$

This is a sum of decaying exponentials over an unknown non-negative spectrum. Excitation energy plays the part of depth, and imaginary time $t$ that of the inverse escape depth. The rule found below, that $\alpha$ is the inverse of the expected mean-square coefficient, carries over for data at $t>0$ once each datum is divided by its own error and correlations between errors are removed. The upper limit of one on the unknown does not carry over, nor do the numerical value of $\alpha$ and the test of resolution that rest on it. The integral of the squared spectrum over a peak of fixed weight grows as the peak narrows, so there the expected size depends on the energy resolution one asks for.

## What the data measure

A film contains a high-k cation A with volume fraction $c(z)$ and a substrate cation B with fraction $1-c(z)$, where $z$ is depth. Assume that both lines have the same attenuation length $\lambda$ and that electrons travel straight to the surface. At angle $\theta$ from the normal the path from depth $z$ is $z/\cos\theta$, so the signal is attenuated by $e^{-pz}$ with $p=1/(\lambda\cos\theta)$.

Divide each intensity by the sensitivity found on a pure standard. The remaining instrument factor, common to both lines, cancels in the apparent fraction of A:

$$y=\frac{\int_0^\infty c\,e^{-pz}dz}{\int_0^\infty[c+(1-c)]e^{-pz}dz}=\int_0^\infty c(z)\,k_p(z)\,dz,\qquad k_p=p\,e^{-pz},$$

because the denominator equals $1/p$. The data are therefore linear in the profile.

For an interface centred at $d$ and graded linearly over a width $w\le2d$, $c(0)=1$ and integration by parts gives

$$1-y=\int_0^\infty(-c')e^{-pz}dz=\frac1w\int_{d-w/2}^{d+w/2}e^{-pz}dz=e^{-pd}\,\frac{\sinh(pw/2)}{pw/2}.$$

The limit $w\to0$ is the abrupt film, $1-y=e^{-pd}$.

## Singular values as signal-to-noise ratios

Let there be $m$ angles with independent Gaussian errors $\sigma$. Define $K$ as the map from $c$ to the numbers $\frac1\sigma\int k_ic\,dz$. Its Gram matrix is

$$(KK^T)_{ij}=\frac{G_{ij}}{\sigma^2},\qquad G_{ij}=\int_0^\infty k_ik_j\,dz=\frac{p_ip_j}{p_i+p_j}.$$

Let $u_k$ be its orthonormal eigenvectors and $s_k^2$ its eigenvalues in falling order. Put $v_k=K^Tu_k/s_k$, that is, $v_k(z)=\sum_i(u_k)_ik_i(z)/(\sigma s_k)$. Then

$$\int v_kv_l\,dz=\frac{u_k^TKK^Tu_l}{s_ks_l}=\delta_{kl},\qquad Kv_k=\frac{KK^Tu_k}{s_k}=s_ku_k.$$

Adding $b\,v_k$ to a profile moves the data by $b\,s_k$ standard errors. With depth in nm, $s_k$ has the unit nm$^{-1/2}$.

To compare this with physical profiles, take two whose data differ by $D$ standard errors in Euclidean norm. Deciding for the nearer one fails when the noise along the line joining them exceeds $D/2$, which has probability $\Phi(-D/2)$, with $\Phi$ the normal distribution function. Since both profiles lie between 0 and 1, their difference nowhere exceeds 1. The largest difference of shape $v_k$ is thus $v_k/\max|v_k|$, reached by the pair $\frac12\pm v_k/(2\max|v_k|)$, and it gives

$$D_k=s_k/\max|v_k|.$$

I call a feature resolved if $D_k\ge3$, where the chance of confusion is at most 7%. This is a convention, and it concerns differences of the exact shape $v_k$. A difference of another shape, still nowhere larger than 1, can contain more of $v_k$: its coefficient can reach $\int|v_k|dz$, which is at least $1/\max|v_k|$ because $\int v_k^2dz=1$. A value of $D_k$ below 3 therefore does not prove that component $k$ is always hidden by the noise.

## The regularised profile and its weight

Minimise

$$J=\sum_i\frac{(y_i-\int k_ic\,dz)^2}{\sigma^2}+\alpha\int_0^\infty c^2dz.$$

Write $c=\sum_kc_kv_k+c_\perp$, with $c_\perp$ orthogonal to all $v_k$ and hence invisible, $Kc_\perp=0$. With $\beta_k=u_k^Ty/\sigma$,

$$J=\sum_k\left[(\beta_k-s_kc_k)^2+\alpha c_k^2\right]+\alpha\int c_\perp^2dz.$$

The minimum has $c_\perp=0$. Setting the derivative with respect to $c_k$ to zero gives

$$c_k=\frac{s_k\beta_k}{s_k^2+\alpha}=f_k\frac{\beta_k}{s_k},\qquad f_k=\frac{s_k^2}{s_k^2+\alpha}.$$

In matrix form this is $c=K^T(KK^T+\alpha)^{-1}y/\sigma$, or

$$c(z)=\sum_ia_ik_i(z),\qquad(G+\alpha\sigma^2I)\,a=y.$$

No depth grid is needed.

Let the true coefficient be $b_k$. Then $\beta_k=s_kb_k+\varepsilon_k$ with $\varepsilon_k$ of unit variance, so $c_k-b_k=-(1-f_k)b_k+f_k\varepsilon_k/s_k$. The mean-square error is

$$E_k=(1-f_k)^2b_k^2+f_k^2/s_k^2.$$

The first term is bias and the second is noise. Suppose that all one knows beforehand is the mean square $\tau^2$ of the coefficients. Replace $b_k^2$ by $\tau^2$ and set the derivative with respect to $f_k$ to zero:

$$-2(1-f_k)\tau^2+\frac{2f_k}{s_k^2}=0\quad\Rightarrow\quad f_k=\frac{s_k^2}{s_k^2+1/\tau^2}.$$

The second derivative is positive, so this is a minimum, and it is the filter above with

$$\boxed{\alpha=1/\tau^2}.$$

The weight expresses the expected size of features. The noise has already entered through $s_k$. A full-amplitude feature 1 nm wide has $\int c^2dz=1$ nm. The squared coefficients together cannot exceed this integral. Taking the limit itself as $\tau^2=1$ nm gives $\alpha=1$ nm$^{-1}$. This is a starting value that damps lightly: for such a feature the mean over several coefficients is smaller than the limit, and a larger $\alpha$ may then serve better. Two conversions matter in practice. If a program does not divide the residuals by $\sigma$, the weight becomes $\sigma^2/\tau^2$. If it also penalises $\sum_bc_b^2$ over bins of width $h$ without the factor $h$, the weight must be multiplied by $h$.

## Imposing fractions between 0 and 1

With bounds, $J$ is still strictly convex. Let $r_i=y_i-\int k_ic\,dz$. The derivative of $J$ with respect to $c(z)$ is $2[\alpha c(z)-\sum_ir_ik_i(z)/\sigma^2]$. At the minimum it vanishes where $0<c<1$, is non-negative where $c=0$ and non-positive where $c=1$. With $a_i=r_i/(\alpha\sigma^2)$ these three conditions read

$$c(z)=\mathrm{clip}\Big(\sum_ia_ik_i(z),0,1\Big),$$

where clip replaces values below 0 by 0 and above 1 by 1. Inserting this in the definition of $r_i$ leaves $m$ equations for $m$ numbers:

$$\alpha\sigma^2a_i+\int_0^\infty k_i\,\mathrm{clip}\Big(\sum_ja_jk_j,0,1\Big)dz=y_i.$$

The derivative matrix is $\alpha\sigma^2\delta_{ij}+\int_{\rm free}k_ik_j\,dz$, taken over depths where the clip is inactive. It is positive definite, so the equations are the stationarity conditions of a strictly convex function of $a$. Newton steps, halved until that function falls, solve them.

## A limit that more angles cannot lift

How well can $n$ exponentials $e^{-q_lz}$ imitate another, $e^{-pz}$? Let $r(z)=e^{-pz}-\sum_lb_le^{-q_lz}$ be the residual of the best fit, and $R(x)=\int_0^\infty r\,e^{-xz}dz$. As a sum of simple fractions, $R$ has the denominator $(x+p)\prod_l(x+q_l)$ and a numerator of degree at most $n$. The best fit makes $r$ orthogonal to each $e^{-q_lz}$, so $R(q_l)=0$ and

$$R(x)=\frac{B\prod_l(x-q_l)}{(x+p)\prod_l(x+q_l)}.$$

The term $e^{-pz}$ has coefficient 1, so the residue at $x=-p$ is 1:

$$1=B\prod_l\frac{-p-q_l}{q_l-p}=B\prod_l\frac{p+q_l}{p-q_l}\quad\Rightarrow\quad B=\prod_l\frac{p-q_l}{p+q_l}.$$

By orthogonality $\int r^2dz=\int r\,e^{-pz}dz=R(p)$. Multiplying by $p^2$, because $k_p=p\,e^{-pz}$, gives the squared distance

$$\delta_n^2(p)=\frac p2\prod_{l=1}^n\left(\frac{p-q_l}{p+q_l}\right)^2.$$

Now let $P$ project onto the span of the $n$ exponentials. The squared size of what $K$ loses under this projection is

$$\sum_i\frac{\delta_n^2(p_i)}{\sigma^2}=\sum_ks_k^2-\sum_ks_k^2g_k,\qquad g_k=\int(Pv_k)^2dz.$$

Each $g_k$ lies between 0 and 1 and their sum is at most $n$, so the last sum is at most $\sum_{k\le n}s_k^2$. Therefore

$$\sum_{k>n}s_k^2\le\frac1{\sigma^2}\sum_i\frac{p_i}2\prod_{l=1}^n\left(\frac{p_i-q_l}{p_i+q_l}\right)^2.$$

Any $q_l$ are allowed. A good choice spreads them over the measured range:

$$q_l=\sqrt{p_{\min}p_{\max}}\;\exp\!\left[\tfrac12\ln\frac{p_{\max}}{p_{\min}}\cos\frac{(2l-1)\pi}{2n}\right].$$

If counting noise dominates and the total counting time is fixed, $\sigma^2$ grows in proportion to $m$. The right side is then an average over angles, bounded by its largest term however many angles are used. The range of $p$ sets the limit. If $p_{\max}\to p_{\min}$, the choice $n=1$ already makes the right side vanish, and the data contain a single number.

## A 3 nm film

Take $\lambda=2.5$ nm, $d=3$ nm, seven angles from 0 to 60° and $\sigma=0.01$. Then $p$ runs from 0.400 to 0.800 nm$^{-1}$. At normal emission $y=1-e^{-0.4\times3}=0.699$.

The first four singular values are 134, 17.0, 1.58 and 0.12 nm$^{-1/2}$, with $D_k=127$, 15.1, 1.47 and 0.12. By the convention above, two features are resolved. The count depends on the convention: a difference of another shape can move the third component by up to $s_3\int|v_3|dz=5.2$ standard errors, but the fourth by no more than 0.46. The functions $v_1$ to $v_4$ have 0, 1, 2 and 3 zeros; those of $v_3$ lie at 0.50 and 2.99 nm. Reducing $\sigma$ tenfold raises every $D_k$ tenfold and adds one feature. If counting noise dominates, that costs a hundred times the counting time.

For $n=1$ the bound uses $q=\sqrt{0.4\times0.8}=0.566$ nm$^{-1}$. The sum over angles is 0.0309 nm$^{-1}$, so $s_2\le\sqrt{0.0309}/0.01=17.6$ nm$^{-1/2}$, close to the actual 17.0. With 61 evenly spaced angles in the same range and the same total time, $s_2$ and $s_3$ are 14.2 and 1.27 nm$^{-1/2}$, 16% and 20% lower than with seven. Placement matters more than number: three angles at 0, 47 and 60°, with 28%, 49% and 23% of the same time, give $s_3=2.06$ nm$^{-1/2}$ and $D_3=1.9$, 30% higher than with seven but still below 3.

With $\alpha=1$ nm$^{-1}$ the third filter factor is $1.584^2/(1.584^2+1)=0.715$ and the fourth is 0.014. The factors sum to 2.7 effective parameters. The mean-square profile error is 0.207 (outside the span of the $v_k$) + 0.119 (bias) + 0.221 (noise) = 0.547 nm, against 0.543 nm in 4000 simulated data sets. Relative to $\int c^2dz=3$ nm, the root-mean-square error is $\sqrt{0.547/3}=43\%$.

Lowering $\alpha$ to $s_4^2=0.0143$ nm$^{-1}$ would admit half of the fourth component. Its noise alone would be $0.5^2/0.0143=17.5$ nm, several times the whole profile's 3 nm. Raising $\alpha$ to $s_2^2=288$ nm$^{-1}$ would halve a component that the data determine well. The useful values lie between these two, but well above the lower one: at $\alpha=0.1$ nm$^{-1}$ the noise of the fourth component is still 1.1 nm. Between about 1 and 10 nm$^{-1}$ the choice mainly decides the fate of the third component, whose filter factor falls from 0.715 to 0.20. Further up it increasingly damps the second. For this film the squared coefficients are $b_1^2,\dots,b_4^2=2.36$, 0.108, 0.219 and 0.009 nm, so the third is far below $\tau^2=1$ nm. The mean-square error is smallest, 0.454 nm, near $\alpha=4.7$ nm$^{-1}$, close to $1/b_3^2$. It rises slowly above that value, to 0.50 nm at 30 and 0.55 nm at 288 nm$^{-1}$, and fast below it, to 1.8 nm at 0.1 nm$^{-1}$. Here too small a weight costs much more than too large a one.

For one noisy data set the free profile is 1.22 at 0.25 nm, 0.47 at 2.95 nm and still 0.18 at 6.05 nm: a smooth decay in place of a step. The bounded profile is 1.00, 0.44 and 0.03 at the same depths. It is zero at 4.05 nm, so the small value at 6.05 nm is a spurious return of A below the film. The integrated amount of A is 3.87 nm (free) and 3.57 nm (bounded), against a true 3 nm. Yet the sums of squared residuals, in units of $\sigma^2$, are only 0.40 and 1.13 for seven data. This data set fits unusually well; over many data sets the free fit averages 4.1, which is still an acceptable fit. A good fit does not certify the profile.

## What remains ambiguous

**Interface width.** With $d$ held at 3 nm, an abrupt interface and one graded over 2 nm differ by $D=2.41$. In practice $d$ is also fitted. An abrupt film of 2.92 nm then imitates the graded one to $D=0.53$. To leading order, grading changes $1-y$ by $e^{-pd}p^2w^2/24$, and thinning the film by $\eta$ changes it by $e^{-pd}p\eta$. For $w=2$ nm and $\eta=0.08$ nm the two agree at $p=24\eta/w^2=0.48$ nm$^{-1}$, inside the measured range. The remaining difference reaches $D=3$ at $w=4.45$ nm, wider than the film is thick.

**Slab composition.** One can ask for the least and greatest mean fraction in a slab among all profiles with $0\le c\le1$ that reproduce every noise-free datum within $\sigma$. On 0.1 nm bins down to 30 nm this is a linear programme: minimise $g\cdot x$ subject to $Mx\le b$ and $0\le x_j\le1$. For any multipliers $\mu\ge0$,

$$g\cdot x\ge g\cdot x+\mu\cdot(Mx-b)\ge-\mu\cdot b+\sum_j\min\big(0,(g+M^T\mu)_j\big).$$

A solution that attains this lower bound is proved optimal, and each limit below met its bound to within $10^{-5}$ nm.

- 0–1 nm: 0.93 to 1.00
- 1–2 nm: 0.79 to 1.00
- 2–3 nm: 0.38 to 1.00
- 3–4 nm: 0.00 to 0.94
- 4–5 nm: 0.00 to 0.80

Under this criterion the composition is well fixed in the first nanometre and nearly free just below the interface. Regularisation returns a single profile; it does not narrow the range that the data allow.

## How a real gate stack differs

The parameters are rough, typical values for a few-nanometre high-k oxide measured with a laboratory aluminium K-alpha source. Real electrons are deflected elastically. I sized this by following reversed paths with isotropic scattering, taking 20% of collisions as elastic and keeping the inelastic length at 2.5 nm. Real elastic collisions are forward-peaked, so this share counts equivalent isotropic collisions and depends on the material; shares of 10% and 30% would give fitted thicknesses of 3.23 and 3.85 nm, and the values that follow are for 20%. The straight-line fit then reports 3.50 nm for the 3 nm film, the largest of the errors sized here. The remaining misfit is $D=1.0$, so most of the effect acts like a shorter attenuation length, $2.5\times3/3.50=2.1$ nm. If the B line has a 10% longer $\lambda$, the fit gives 2.80 nm; if it is 10% shorter, about 3.25 nm. For Hf 4f against Si 2p the B line has the lower kinetic energy and the shorter $\lambda$. An analyser acceptance of ±5° changes the fitted thickness by less than 0.01 nm. The attenuation length also differs between the oxide and the substrate material. With pure standards this leaves the thickness of an abrupt film unchanged, but it distorts the depth scale wherever B is present: with 3.1 nm in B, the data of a layer of A lying between 3 and 4 nm inside B move by $D=7.5$. A real stack may also have an interlayer and surface contamination, which call for more than two species. Those, together with roughness, photoelectron diffraction and anisotropic emission, are not sized here.

## Guidance

1. Compute $s_k$ and $D_k$ from the attenuation length, the planned angles and the expected error before measuring. For a given error they do not depend on the profile, but the counting error of a fraction does, so estimate it for the film you expect.
2. Start from $\alpha=1/\tau^2$ with the expected feature size, and check that it lies below the $s_k^2$ of the last resolved feature and well above that of the first feature with $D_k$ well below 1.
3. Correct the attenuation lengths before refining $\alpha$. In this example they move the thickness by 0.2 to 0.5 nm while leaving a misfit of about $D=1$ or less.
4. If $D_k$ is too small, widen the range of $p$ (towards grazing emission only as far as the straight-line model holds) or lower $\sigma$; at fixed total time, extra angles within the same range cannot lift the limit set by that range, and going from seven to 61 evenly spaced angles brought no gain here, while three well-placed angles raised $s_3$ by 30%. Beyond that, assume a layer model and state it, since the detail then comes from the model.

The numerical output lists the singular values, profiles and slab ranges of the example.

## Computed values

```
attenuation length 2.5 nm, film thickness 3.0 nm
error of y 0.01, prior tau^2 1.0 nm, alpha 1.0 1/nm
angle (deg), p (1/nm), y exact, y noisy
     0  0.4000  0.6988  0.6988
    10  0.4062  0.7043  0.7073
    20  0.4257  0.7211  0.7184
    30  0.4619  0.7498  0.7409
    40  0.5222  0.7912  0.7867
    50  0.6223  0.8454  0.8355
    60  0.8000  0.9093  0.9099
k, s_k (nm^-1/2), max|v_k| (nm^-1/2), D_k, filter f_k
  1  1.338e+02  1.052  1.271e+02  9.999e-01
  2  1.698e+01  1.124  1.511e+01  9.965e-01
  3  1.584e+00  1.078  1.469e+00  7.150e-01
  4  1.195e-01  1.031  1.158e-01  1.407e-02
  5  6.648e-03  0.985  6.747e-03  4.420e-05
  6  2.334e-04  0.943  2.475e-04  5.447e-08
  7  3.393e-06  0.905  3.747e-06  1.151e-11
zeros of v_2 (nm): 0.89
zeros of v_3 (nm): 0.50 2.99
zeros of v_4 (nm): 0.36 2.00 5.62
bound on s_2..s_5 (nm^-1/2): 17.6 1.62 0.137 0.011
61 angles, same time, s_1..s_4 (nm^-1/2): 132 14.2 1.27 0.111
features with D_k >= 3: 2 ; with error 0.001: 3
effective number of parameters, sum f_k: 2.726
mean-square error (nm): outside 0.207, bias 0.119, noise 0.221
simulated mean-square error: 0.543 nm
depth (nm), true c, free c, bounded c
  0.25  1  1.216  1.000
  1.05  1  0.883  1.000
  2.05  1  0.627  1.000
  2.95  1  0.472  0.437
  4.05  0  0.336  0.000
  6.05  0  0.180  0.028
chi-square: free 0.40, bounded 1.13, 7 data
integral of c (nm): free 3.867, bounded 3.568
abrupt vs 2 nm graded, same d: D 2.41, confusion 0.114, simulated 0.114
graded width (nm), refitted abrupt d (nm), remaining D
  1.0  2.980  0.130
  2.0  2.920  0.534
  4.0  2.682  2.348
width at which remaining D reaches 3: 4.45 nm
slab top (nm), true mean c, least, greatest
  0  1  0.928  1.000
  1  1  0.787  1.000
  2  1  0.384  1.000
  3  0  0.000  0.939
  4  0  0.000  0.802
neglected effect: largest shift of y, false d (nm), remaining D
  acceptance +-5 deg: 0.0006  3.004  0.04
  lambda of B 10% longer: 0.0245  2.796  0.56
  elastic, albedo 0.2: 0.0569  3.501  1.03
```
